# Recovery voltage of a Debye capacitor after a short circuit: a program that tests the result

```python
"""
Recovery voltage of a Debye capacitor.

Result under test: a capacitor charged fully at V0, shorted for a time t and
then opened shows, at time s after opening, the voltage
    V(s) = V0 (1 - C_inf/C_s) exp(-t/tau) (1 - exp(-s/tau_r)),
    tau_r = tau C_inf/C_s,
and so tends to V0 (1 - C_inf/C_s) exp(-t/tau).

Symbols: C_s static capacitance, C_inf high-frequency capacitance,
C_1 = C_s - C_inf slow part, tau relaxation time at constant voltage,
R = tau/C_1 resistance of the equivalent series branch.
Consistent units: nF, V, s, nC, nA, GOhm (nF * GOhm = s).
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

C_s, C_inf, tau, V0, t_short = 100.0, 60.0, 20.0, 100.0, 10.0
C_1 = C_s - C_inf
R = tau / C_1
tau_r = tau * C_inf / C_s


def kernel(x):
    """Slow charge per unit voltage and time, a time x after the voltage."""
    return C_1 / tau * np.exp(-x / tau)


def charging_memory(x):
    """Slow charge left at time x after the end of a long charging at V0."""
    value, _ = quad(lambda p: V0 * kernel(x - p), -30 * tau, 0.0,
                    epsabs=1e-8, epsrel=1e-10, limit=200)
    return value


def limit_formula(t):
    return V0 * (1 - C_inf / C_s) * np.exp(-t / tau)


def recovery_formula(s, t):
    return limit_formula(t) * (1 - np.exp(-s / tau_r))


def open_circuit_voltage(t, step=0.1, duration=180.0):
    """Solve 'electrode charge = constant' with the full voltage history.

    The memory integral over the open period uses the trapezoidal rule.
    """
    n_steps = int(round(duration / step))
    s = step * np.arange(n_steps + 1)
    k = kernel(s)
    old = np.array([charging_memory(t + x) for x in s])
    fixed_charge = old[0]          # V = 0 just before opening
    v = np.zeros(n_steps + 1)
    for n in range(1, n_steps + 1):
        past = 0.5 * k[n] * v[0] + np.dot(k[n - 1:0:-1], v[1:n])
        v[n] = ((fixed_charge - old[n] - step * past)
                / (C_inf + 0.5 * step * k[0]))
    return s, v


# Memory kernel, equivalent circuit and Debye form agree in frequency space
for omega in (0.01, 0.05, 0.3):
    re, _ = quad(lambda x: kernel(x) * np.cos(omega * x), 0, 30 * tau,
                 limit=500)
    im, _ = quad(lambda x: kernel(x) * np.sin(omega * x), 0, 30 * tau,
                 limit=500)
    from_kernel = C_inf + re - 1j * im
    admittance = 1j * omega * C_inf + 1 / (R + 1 / (1j * omega * C_1))
    debye = C_inf + C_1 / (1 + 1j * omega * tau)
    assert abs(from_kernel - debye) < 1e-6 * C_s
    assert abs(admittance / (1j * omega) - debye) < 1e-10 * C_s

# Charge and absorption current during the short
retained = charging_memory(t_short)
assert abs(retained - C_1 * V0 * np.exp(-t_short / tau)) < 1e-6 * retained


def absorption_current(x):
    return C_1 * V0 / tau * np.exp(-x / tau)


dx = 0.05
numeric_current = -(charging_memory(t_short + dx)
                    - charging_memory(t_short - dx)) / (2 * dx)
assert abs(numeric_current / absorption_current(t_short) - 1) < 1e-5
released_slowly, _ = quad(absorption_current, 0, t_short)
assert abs(released_slowly + retained - charging_memory(0.0)) < 1e-5
released_at_once = C_inf * V0

# Recovery curve and its limit, for several durations of the short
final_voltages = {}
for t in (2.0, t_short, 40.0):
    s_grid, v_grid = open_circuit_voltage(t)
    # second-order time step: error of order (step/tau_r)^2 times the limit
    assert np.max(np.abs(v_grid - recovery_formula(s_grid, t))) < 1e-3
    assert abs(v_grid[-1] - limit_formula(t)) < 1e-3
    final_voltages[t] = v_grid[-1]
    if t == t_short:
        s_main, v_main = s_grid, v_grid

# Leakage resistance across the terminals: the plateau becomes a peak
R_L = 100.0
a, b, g = 1 / (R * C_inf), 1 / (R * C_1), 1 / (R_L * C_inf)
u0 = V0 * np.exp(-t_short / tau)
root = np.sqrt((a + b + g) ** 2 - 4 * b * g)
rate_fast = (a + b + g + root) / 2
rate_slow = b * g / rate_fast


def leaky_formula(s):
    return (a * u0 * (np.exp(-rate_slow * s) - np.exp(-rate_fast * s))
            / (rate_fast - rate_slow))


s_peak = np.log(rate_fast / rate_slow) / (rate_fast - rate_slow)
v_peak = leaky_formula(s_peak)


def leaky_rhs(s, y):
    v, u = y
    branch_current = (u - v) / R
    return [(branch_current - v / R_L) / C_inf, -branch_current / C_1]


def voltage_slope(s, y):
    return leaky_rhs(s, y)[0]


voltage_slope.direction = -1
run = solve_ivp(leaky_rhs, (0, 400), [0.0, u0], method="DOP853",
                rtol=1e-10, atol=1e-10, max_step=2.0, events=voltage_slope)
assert abs(run.t_events[0][0] - s_peak) < 0.05
assert abs(run.y_events[0][0][0] - v_peak) < 1e-5
assert np.max(np.abs(run.y[0] - leaky_formula(run.t))) < 1e-5
assert v_peak < limit_formula(t_short)
s_late = 5 * R_L * C_s
leaky_matrix = np.array([[-(a + g), a], [b, -b]])
v_late = (expm(leaky_matrix * s_late) @ np.array([0.0, u0]))[0]
assert abs(v_late - leaky_formula(s_late)) < 1e-6
assert v_late < 0.01 * limit_formula(t_short)

# Short of finite resistance, then ideal open circuit
r_short = 1e-6
short_matrix = np.array([[-(a + 1 / (r_short * C_inf)), a], [b, -b]])
open_matrix = np.array([[-a, a], [b, -b]])
state = expm(short_matrix * t_short) @ np.array([V0, V0])
v_real_short = (expm(open_matrix * 40 * tau_r) @ state)[0]
short_error = v_real_short / limit_formula(t_short) - 1
assert abs(short_error) < 2e-5

print(f"Static capacitance C_s = {C_s:.0f} nF")
print(f"High-frequency capacitance C_inf = {C_inf:.0f} nF")
print(f"Slow capacitance C_1 = {C_1:.0f} nF")
print(f"Relaxation time tau = {tau:.0f} s")
print(f"Branch resistance R = {R:.3f} GOhm")
print(f"Charging voltage V0 = {V0:.0f} V")
print(f"Duration of short t = {t_short:.0f} s")
print(f"Charge before short C_s V0 = {C_s * V0:.0f} nC")
print(f"Charge released at once = {released_at_once:.0f} nC")
print(f"Charge released during short = {released_slowly:.1f} nC")
print(f"Charge retained at opening = {retained:.1f} nC")
print(f"Absorption current, start of short = {absorption_current(0):.1f} nA")
print(f"Absorption current, end of short = {numeric_current:.1f} nA")
print(f"Factor 1 - C_inf/C_s = {1 - C_inf / C_s:.3f}")
print(f"Factor exp(-t/tau) = {np.exp(-t_short / tau):.4f}")
print(f"Recovery voltage limit, formula = {limit_formula(t_short):.3f} V")
print(f"Recovery time constant tau_r = {tau_r:.1f} s")
for s_show in (12.0, 36.0, 180.0):
    i = int(np.argmin(np.abs(s_main - s_show)))
    print(f"V at s = {s_show:.0f} s: integral equation {v_main[i]:.3f} V, "
          f"formula {recovery_formula(s_show, t_short):.3f} V")
print(f"Limit for very brief short = {limit_formula(0.0):.1f} V")
for t, v_end in final_voltages.items():
    print(f"Limit for t = {t:.0f} s: integral equation {v_end:.3f} V, "
          f"formula {limit_formula(t):.3f} V")
print(f"Leakage resistance R_L = {R_L:.0f} GOhm")
print(f"Leakage time R_L C_s = {R_L * C_s:.0f} s")
print(f"Leaky capacitor: peak time = {s_peak:.1f} s")
print(f"Leaky capacitor: peak voltage = {v_peak:.3f} V")
print(f"Leaky capacitor: voltage at {s_late:.0f} s = {v_late:.3f} V")
print(f"Resistance of real short = {r_short * 1e6:.0f} kOhm")
print(f"Relative change of limit by real short = {short_error:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Static capacitance C_s = 100 nF
High-frequency capacitance C_inf = 60 nF
Slow capacitance C_1 = 40 nF
Relaxation time tau = 20 s
Branch resistance R = 0.500 GOhm
Charging voltage V0 = 100 V
Duration of short t = 10 s
Charge before short C_s V0 = 10000 nC
Charge released at once = 6000 nC
Charge released during short = 1573.9 nC
Charge retained at opening = 2426.1 nC
Absorption current, start of short = 200.0 nA
Absorption current, end of short = 121.3 nA
Factor 1 - C_inf/C_s = 0.400
Factor exp(-t/tau) = 0.6065
Recovery voltage limit, formula = 24.261 V
Recovery time constant tau_r = 12.0 s
V at s = 12 s: integral equation 15.336 V, formula 15.336 V
V at s = 36 s: integral equation 23.053 V, formula 23.053 V
V at s = 180 s: integral equation 24.261 V, formula 24.261 V
Limit for very brief short = 40.0 V
Limit for t = 2 s: integral equation 36.193 V, formula 36.193 V
Limit for t = 10 s: integral equation 24.261 V, formula 24.261 V
Limit for t = 40 s: integral equation 5.413 V, formula 5.413 V
Leakage resistance R_L = 100 GOhm
Leakage time R_L C_s = 10000 s
Leaky capacitor: peak time = 80.8 s
Leaky capacitor: peak voltage = 24.047 V
Leaky capacitor: voltage at 50000 s = 0.164 V
Resistance of real short = 1 kOhm
Relative change of limit by real short = 7.0e-06
ALL CHECKS PASSED
```
